\section*{Force Noise and Self-Consistency Bias in Stochastic-Orbital DFT}

\section*{The problem}

A Kohn--Sham calculation is done on a fixed grid of $M$ sites with spin-paired electrons, at fixed chemical potential $\mu$ and temperature $T$. The Hamiltonian is
\[
H=-\frac{\hbar^2}{2m}D+v,\qquad v=v_{\rm ext}+Kn ,
\]
where $D$ is the grid Laplacian, $n_i$ is the number of electrons on site $i$, and $K$ is the symmetric Hartree kernel, proportional to $e^2$ in Gaussian units. Exchange and correlation are left out at first and return in part (d). With the Fermi function $f$, define $P=f(H)$ and $Q=P^{1/2}$, both real and symmetric. The deterministic density is $n_i=2P_{ii}$.

Stochastic-orbital DFT uses $N$ random vectors $\chi$ whose entries are independently $+1$ or $-1$ with equal probability. They replace the identity matrix by
\[
S=\frac1N\sum_{a=1}^N\chi_a\chi_a^{T}=1+\Delta ,
\]
and the density is the solution of
\begin{equation}
n_i=2\,(Q[n]\,S\,Q[n])_{ii}. \label{fix}
\end{equation}
The same vectors are kept throughout the self-consistency cycle. The force along the coordinate $X$ of one nucleus is computed as
\begin{equation}
F=-\sum_i w_i n_i-\frac{dE_{\rm nuc}}{dX},\qquad w_i=\frac{\partial v_{{\rm ext},i}}{\partial X}. \label{force}
\end{equation}
For $S=1$ this is minus the derivative of the grand potential $\Omega=\Omega_0[v]-\frac12 n^TKn+E_{\rm nuc}$, where $\Omega_0$ is that of independent electrons in the potential $v$. Since $\partial\Omega_0/\partial v_i=n_i$,
\[
\frac{d\Omega}{dX}=n^T\Big(w+K\frac{dn}{dX}\Big)-n^TK\frac{dn}{dX}+\frac{dE_{\rm nuc}}{dX}=-F .
\]
The external potential is assumed smooth, because for a bare point nucleus in three dimensions the bound of part (c) would diverge as the grid is refined. How far does the stochastic force scatter, and is its mean correct?

\section*{(a) Statistics at fixed potential}

\textit{Find the moments of $\Delta$, and the mean and variance of the force when $v$ is held fixed.}

\textbf{Solution.} Since $\chi_i^2=1$, the diagonal elements $\Delta_{ii}$ vanish. For $i\ne j$, $\Delta_{ij}=N^{-1}\sum_a\chi_{ai}\chi_{aj}$ has zero mean. In a product of two such elements, different vectors contribute zero. One vector contributes $E[\chi_i\chi_j\chi_k\chi_l]$, which is one if the pairs $\{i,j\}$ and $\{k,l\}$ coincide and zero otherwise. There are $N$ such terms with prefactor $N^{-2}$, so distinct pairs are uncorrelated and $E[\Delta_{ij}^2]=1/N$.

For symmetric $A$ and $B$, ${\rm Tr}(A\Delta)=2\sum_{i<j}A_{ij}\Delta_{ij}$, hence
\begin{equation}
E[{\rm Tr}(A\Delta)\,{\rm Tr}(B\Delta)]=\frac4N\sum_{i<j}A_{ij}B_{ij}=\frac2N\sum_{i\neq j}A_{ij}B_{ij}. \label{mom}
\end{equation}
Third moments need all three factors to come from the same vector, which leaves $N$ terms with prefactor $N^{-3}$. They are $O(N^{-2})$. Fourth moments are also $O(N^{-2})$, from two vectors each used twice.

At fixed $v$ the matrix $Q$ is fixed. The deviation of the force is $-2\,{\rm Tr}(QwQ\Delta)$, with $w$ read as a diagonal matrix. It is linear in $\Delta$, so its mean is zero for every $N$. Equation (\ref{mom}) gives its variance as $(8/N)\sum_{i\ne j}(QwQ)_{ij}^2$.

\section*{(b) Noise after self-consistency}

\textit{Let the density respond to its own noise. Find the leading standard deviation of $F$.}

\textbf{Solution.} Let $\delta$ be the deviation of $n$ from the deterministic solution, and let $\chi^0_{ij}=\partial n_i/\partial v_j$ be the independent-electron response. It is symmetric, being the second derivative of $\Omega_0$. To first order, (\ref{fix}) contains the direct noise $\zeta_i=2(Q\Delta Q)_{ii}$ and the response to the potential change $K\delta_1$:
\begin{equation}
\delta_1=\zeta+\chi^0K\delta_1\quad\Rightarrow\quad \delta_1=L\zeta,\qquad L=(1-\chi^0K)^{-1}. \label{first}
\end{equation}
The inverse is assumed to exist. By the implicit function theorem, the solution is then a smooth function of $S$ near $S=1$. The first-order force is
\begin{equation}
F_1=-w^TL\zeta=-W^T\zeta,\qquad W=L^Tw=(1-K\chi^0)^{-1}w. \label{W}
\end{equation}
The vector $W$ has a direct meaning. If the nucleus moves, the self-consistent potential obeys $dv/dX=w+K\chi^0\,dv/dX$, so $dv/dX=W$. The noise is weighted by the screened force field.

Writing out $\zeta$ gives $F_1=-2\,{\rm Tr}(A\Delta)$ with $A=QWQ$. From (\ref{mom}), the variance is $4\cdot(2/N)\sum_{i\ne j}A_{ij}^2$. Since ${\rm Tr}A^2={\rm Tr}(QWPWQ)={\rm Tr}(PWPW)$,
\begin{equation}
\sigma_F\simeq\frac{c}{\sqrt N},\qquad c^2=8\Big[{\rm Tr}(PWPW)-\sum_iA_{ii}^2\Big]. \label{c}
\end{equation}
Corrections to the variance involve third and fourth moments and are $O(N^{-2})$.

\section*{(c) Dependence on system size}

\textit{Under what condition does $c$ stay finite as the system grows? Compare the noise in the total electron number.}

\textbf{Solution.} Occupations lie between zero and one, so $P\le1$ as a matrix. Dropping the subtracted squares in (\ref{c}) and replacing the inner $P$ by 1 gives
\begin{equation}
c^2\le8\,{\rm Tr}(QW^2Q)=8\sum_iP_{ii}W_i^2=4\sum_i n_iW_i^2. \label{bound}
\end{equation}
If this sum is bounded uniformly in system size, so is $c$. In three dimensions a screened field falling as $g/r^2$ in a medium of density $\rho$ contributes, from beyond a radius $r_0$,
\[
4\int_{r_0}^{\infty}\rho\,\frac{g^2}{r^4}\,4\pi r^2\,dr=\frac{16\pi\rho g^2}{r_0}.
\]
Distant matter therefore adds little. A gap is not needed for the bound itself, but the field $W$ must be square-summable.

The electron number at fixed potential follows from replacing $w_i$ by 1. Then $A=P$ and its variance is $(8/N)\sum_i\sum_{j\ne i}P_{ij}^2$. In a repeating structure with a short-ranged $P$, each site contributes a similar amount, so the standard deviation grows as the square root of size. The force escapes this growth because its weight $W$ is concentrated near the atom.

Finite $c$ does not ensure that the expansion holds at a given $N$ for every size. Take a sphere of radius $R$ and dielectric constant $\epsilon$ in vacuum, and suppose that the charge noise before screening is uncorrelated at long distance, with variance $s/N$ per volume. An electron's worth of charge at distance $r$ from the centre changes the potential energy there by $e^2[1/(\epsilon r)+(1-1/\epsilon)/R]$, where the second term comes from the polarization charge on the surface. The potential variance at the centre is then about
\[
\frac sN\int_0^R e^4\Big[\frac1{\epsilon r}+\frac{1-1/\epsilon}{R}\Big]^2 4\pi r^2\,dr
=\frac{4\pi e^4sR}{N}\Big[\frac1\epsilon+\frac13\Big(1-\frac1\epsilon\Big)^2\Big].
\]
It grows with $R$, and a large $\epsilon$ does not remove it. The expansion needs the potential noise to be small against $k_BT$ or the distance from $\mu$ to the levels, so a large insulator at fixed $\mu$ may require more orbitals.

\section*{(d) The bias}

\textit{Carry the expansion to second order and find the leading error of the mean force.}

\textbf{Solution.} Let $u=K\delta_1$ and $D_k=\partial Q/\partial v_k$. Insert $S=1+\Delta$ in (\ref{fix}) and collect second-order terms:
\begin{equation}
\begin{aligned}
(\delta_2)_i={}&(\chi^0K\delta_2)_i+\frac12\sum_{kl}\frac{\partial^2n_i}{\partial v_k\partial v_l}u_ku_l\\
&+2\sum_ku_k(D_k\Delta Q+Q\Delta D_k)_{ii}. 
\end{aligned}\label{second}
\end{equation}
The derivatives of $n$ are those of $2P_{ii}$ with respect to the potential. The second term is the curvature of the density map. The third is feedback: the noise shifts the potential, and the shifted orbitals are sampled with the same random vectors. This term would remain even if the density map were linear.

Moving $\chi^0K\delta_2$ to the left and multiplying by $-w^TL=-W^T$ gives $F_2$. Its average needs two correlations.

First, $\zeta_i=2\sum_{jk}Q_{ij}\Delta_{jk}Q_{ki}$, so by (\ref{mom})
\[
E[\zeta_i\zeta_l]=\frac{Z_{il}}N,\qquad
Z_{il}=8\Big[P_{il}^2-\sum_jQ_{ij}^2Q_{lj}^2\Big].
\]
Here $\sum_{jk}Q_{ij}Q_{ik}Q_{lj}Q_{lk}=P_{il}^2$, and the subtraction removes $j=k$. With $G=KL$ we have $u=G\zeta$, hence $E[u_ku_l]=C_{kl}/N$ with $C=GZG^T$.

Second, $u_k={\rm Tr}(B_k\Delta)$ with $B_k=2Q\,{\rm diag}(G_{k1},\ldots,G_{kM})\,Q$. By cyclic permutation, the feedback force is
\[
-2\sum_ku_k\,{\rm Tr}(X_k\Delta),\qquad X_k=QWD_k+D_kWQ .
\]
Equation (\ref{mom}) supplies another factor $2/N$. The mean of $F$ therefore differs from the deterministic force by $b/N+O(N^{-2})$, where
\begin{equation}
b=-\frac12\sum_{ikl}W_i\frac{\partial^2n_i}{\partial v_k\partial v_l}C_{kl}
-4\sum_k\sum_{i\ne j}(X_k)_{ij}(B_k)_{ij}. \label{b}
\end{equation}

The first-order force has zero mean, and cubic and quartic terms average to $O(N^{-2})$. Rare large fluctuations do not spoil this at fixed $M$: the probability that some $|\Delta_{ij}|$ exceeds a fixed threshold falls exponentially with $N$, while $n_i\le2\,{\rm Tr}S=2M$ keeps the force bounded.

A smooth nonlinear exchange-correlation potential changes $K$ to $\partial v/\partial n$ and adds $\frac12\chi^0v''[\delta_1,\delta_1]$ to the right of (\ref{second}). This is again quadratic in the noise, so the $1/N$ law remains.

Two limits show what creates the bias. If $K$ is replaced by $\lambda K$ with small $\lambda$, then $C\propto\lambda^2$ and $B_k\propto\lambda$. The feedback term comes first, and both vanish at $\lambda=0$, in agreement with part (a). If reflection through the atom leaves the system unchanged and the solution is unique, reflected random vectors are equally probable and give the opposite force. The mean force and $b$ then vanish by symmetry, although $c$ need not.

Size independence of $b$ is less general than the bound on $c$. When $\partial^2n_i/\partial v_k\partial v_l$ and $D_k$ are short-ranged, $W$ decays, and the local potential noise converges, the sums in (\ref{b}) draw on the atom's surroundings. This is an argument from locality, not a proof for all systems.

\section*{(e) A chain of molecules}

\textit{Evaluate the two coefficients for a model chain and compare them with sampling.}

\textbf{Solution.} The model is an open chain of two-atom molecules with spacing 3.0~\AA\ and bond length 1.2~\AA. Each nucleus has charge $e$. All Coulomb interactions have the form $e^2/\sqrt{x^2+a^2}$ with $a=0.8$~\AA\ and the appropriate sign. The grid step is 0.75~\AA\ and $k_BT=1$~eV. For each length, $\mu$ is set by neutrality of the deterministic solution and then held fixed. The force is that on the left atom of the molecule just right of the chain's midpoint. These are model parameters, and the Hartree treatment omits exchange and correlation. The grid is part of the model and is not converged: for six molecules, halving the step changes the deterministic force from $-0.71$ to $-1.19$~eV/\AA\ , $c$ from 4.05 to 4.57~eV/\AA\ and $b$ from $-3.49$ to $-4.67$~eV/\AA; at one eighth of the step the force is $-1.21$ and $c$ is 4.92~eV/\AA. The numbers below test the formulas on this grid and do not describe the continuum limit. The gap falls from 2.1~eV for six molecules to 1.3~eV for forty, comparable with $k_BT$, so the chain does not test the insulating three-dimensional case discussed at the end of part (c).

For six molecules the deterministic force is $-0.708$~eV/\AA, directed away from the atom's partner. A finite difference of the grand potential gives the same value to this precision. The size dependence is as follows.

\begin{center}
\begin{tabular}{rccc}
molecules & $c$ (eV/\AA) & $b$ (eV/\AA) & number noise $\times\sqrt N$\\
6 & 4.05 & $-3.49$ & 5.42\\
12 & 4.02 & $-3.36$ & 7.67\\
24 & 4.01 & $-3.34$ & 10.84\\
40 & 4.01 & not computed & 14.00
\end{tabular}
\end{center}

From 6 to 40 molecules $c$ changes by about 1\%, while the number noise, taken at fixed potential as in part (c), grows by $14.00/5.42=2.58$, equal to $\sqrt{40/6}$ at this precision. The force noise at fixed potential is also nearly independent of length, falling from 11.55 to 11.51~eV/\AA, so the contrast holds under equal conditions. After self-consistency the number noise has weight $L^T(1,\ldots,1)^T$ and is much smaller; its coefficient rises from 0.70 to 1.13 over the same range. The bound (\ref{bound}) is about 10.1~eV/\AA, some 2.5 times $c$. For six molecules the noise coefficient at fixed potential is 11.55~eV/\AA, so screening reduces the noise in this model by a factor of 2.85 on this grid (about 2.7 on finer grids). For six molecules, curvature contributes $-2.44$ and feedback $-1.05$~eV/\AA\ to $b$; neither can be neglected. The potential noise $\sqrt{C_{kk}/N}$ has a coefficient of 5.7~eV at the site next to the midpoint for every length, and of at most 8.2~eV for six molecules. At $N=400$ this is 0.3 to 0.4~eV, below $k_BT$ but not far below it.

The coefficients can be checked without response theory. Let $s_{ij}=\Delta_{ij}$ for $i<j$. These variables are uncorrelated with variance $1/N$, so Taylor expansion of the complete self-consistent force gives
\[
c^2=\sum_{i<j}\Big(\frac{\partial F}{\partial s_{ij}}\Big)^2,\qquad
b=\frac12\sum_{i<j}\frac{\partial^2F}{\partial s_{ij}^2}.
\]
Finite differences over all pairs for six molecules give $c=4.055$ and $b=-3.487$~eV/\AA, in agreement with (\ref{c}) and (\ref{b}).

At $N=400$ the predictions are
\[
\frac{c}{\sqrt N}=\frac{4.055}{20}=0.203,\qquad
\frac bN=\frac{-3.487}{400}=-0.0087\quad\text{eV/\AA}.
\]
Relative to the magnitude of the deterministic force on this grid, the noise is 29\% and the bias 1.2\%. Sampling with 800 runs gives a noise of 0.198~eV/\AA. At $N=6400$, four times less noise is expected, and the sampled value is 0.0506~eV/\AA.

The bias is hard to see in a plain average. At $N=6400$, the mean of 800 runs has a statistical error of $0.0506/\sqrt{800}=0.0018$~eV/\AA, more than three times the predicted bias. Subtracting $F_1$ from each run removes this obstacle without changing the expected bias, because $E[F_1]=0$. The values of $N$ times the bias are then $-3.40\pm0.27$, $-3.45\pm0.30$ and $-3.46\pm0.28$~eV/\AA\ at $N=400$, 1600 and 6400. They agree with $b=-3.49$~eV/\AA\ within one standard error.

At fixed potential the sampled mean errors are consistent with zero, but their uncertainties exceed $|b|/N$. The absence of bias there rests on the linearity shown in part (a). For 24 molecules at $N=1600$, 120 runs give a noise of 0.094 against the predicted 0.100~eV/\AA. The difference of 6\% is comparable with the statistical error $1/\sqrt{240}$ of a standard deviation.

\section*{(f) Many runs or many orbitals}

\textit{What does averaging $\mathcal T$ independent runs achieve, and how should a fixed total number of orbitals be divided?}

\textbf{Solution.} Averaging reduces the noise to $c/\sqrt{\mathcal TN}$ but leaves the bias at $b/N$. Their magnitudes are equal when
\[
\frac{c^2}{\mathcal TN}=\frac{b^2}{N^2}\quad\Rightarrow\quad
\mathcal T=\frac{c^2N}{b^2}=\frac{4.055^2\times400}{3.487^2}\simeq541
\]
for six molecules at $N=400$ on the grid of part (e); halving the step lowers this to about 380. Beyond that number the bias is the larger error, and more orbitals per run are needed.

For a fixed product $\mathcal TN$, the leading noise is the same for every division, while the bias is smallest for one run with all the orbitals. Alternatively, independent forces from $N$ and $2N$ orbitals can be combined as $2F_{2N}-F_N$. The leading bias cancels, since $2b/(2N)-b/N=0$. The variance is $4c^2/(2N)+c^2/N=3c^2/N$, so the price is a larger statistical error. This combination was not sampled; the numerical output below gives the sampled and predicted noise and bias of single runs discussed in part (e).

\section*{Computed results}
\begin{verbatim}
e^2 = 14.3996 eV A; hbar^2/(2m) = 3.8100 eV A^2
molecule spacing 3.0 A, bond 1.2 A, grid step 0.75 A
softening 0.8 A, nuclear charge 1.0 e, kT = 1.0 eV
6 molecules: force -0.70820 eV/A, from grand potential -0.70823 eV/A
Noise coefficients (times 1/sqrt(N)):
  6 molecules: gap 2.111 eV, c 4.0548 eV/A, bound 10.1433 eV/A
    fixed-potential c 11.5526 eV/A, electron-count noise 5.417 electrons
 12 molecules: gap 1.602 eV, c 4.0221 eV/A, bound 10.1169 eV/A
    fixed-potential c 11.5264 eV/A, electron-count noise 7.665 electrons
 24 molecules: gap 1.386 eV, c 4.0121 eV/A, bound 10.1079 eV/A
    fixed-potential c 11.5152 eV/A, electron-count noise 10.843 electrons
 40 molecules: gap 1.322 eV, c 4.0085 eV/A, bound 10.1047 eV/A
    fixed-potential c 11.5108 eV/A, electron-count noise 13.999 electrons
Bias coefficients (times 1/N), eV/A:
  6 molecules: curvature -2.4353, feedback -1.0514, b -3.4867
 12 molecules: curvature -2.3385, feedback -1.0183, b -3.3568
 24 molecules: curvature -2.3267, feedback -1.0128, b -3.3395
Brute force, 6 molecules: c 4.0552 eV/A, b -3.4868 eV/A
Sampling, 6 molecules, 800 runs per N (eV/A):
 N=400: noise 0.19835, predicted 0.20274
   bias -8.511e-03 +- 6.8e-04, predicted -8.717e-03
   N*bias -3.404 +- 0.272; fixed potential -7.6e-03 +- 2.0e-02
 N=1600: noise 0.10035, predicted 0.10137
   bias -2.156e-03 +- 1.9e-04, predicted -2.179e-03
   N*bias -3.449 +- 0.296; fixed potential -3.3e-03 +- 1.0e-02
 N=6400: noise 0.05063, predicted 0.05069
   bias -5.398e-04 +- 4.4e-05, predicted -5.448e-04
   N*bias -3.455 +- 0.283; fixed potential -1.3e-03 +- 5.1e-03
Sampling, 24 molecules, N=1600, 120 runs: noise 0.09431 eV/A, predicted 0.10030 eV/A
Runs at N=400 for averaged noise to equal bias: 541
\end{verbatim}
